# Thomas-Fermi screening in a degenerate electron accumulation layer

**Q.** A gate or a polar oxide interface draws electrons to the surface of a semiconductor that had none. I am told that the resulting potential well has a simple universal shape. Before I believe it, what is being assumed?

**A.** The surface is the plane $z=0$ and the semiconductor fills $z>0$. There is one isotropic parabolic band of mass $m$ with two spin states, and the permittivity $\varepsilon$ does not depend on the field. This last assumption can fail in strontium titanate, the host of a well-known polar oxide interface. The temperature is zero. Electrons interact through their average electrostatic field alone, so exchange and correlation are left out. Let $V(z)$ be the energy of the band edge and $E_F$ the Fermi level. The useful variable is

$$\phi(z)=E_F-V(z),$$

the largest kinetic energy of an electron at depth $z$. It is positive where there are electrons.

**Q.** You also need the density. How can a local energy fix it?

**A.** By the Thomas-Fermi assumption: around each depth the electrons are treated as a uniform gas. In a box of volume $\Omega$ each plane wave occupies $(2\pi)^3/\Omega$ of wave-vector space. Filling a sphere of radius $k_F$ with two spins per state gives

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad \frac{\hbar^2k_F^2}{2m}=\phi .$$

The second relation says that the fastest electrons have total energy $E_F$.

**Q.** And the sign in Poisson's equation? Electrons repel, yet they sit in a well.

**A.** The electrostatic potential $\Phi$ obeys $\Phi''=-\rho/\varepsilon=en/\varepsilon$, because the charge density is $\rho=-en$. The electron's energy is $V=-e\Phi$ plus a constant, so $V''=-e^2n/\varepsilon$ and $\phi''=+e^2n/\varepsilon$. The well is made by positive charge outside the semiconductor; the electrons screen it.

Now measure lengths in $a^*=4\pi\varepsilon\hbar^2/(me^2)$ and energies in $\mathrm{Ha}^*=\hbar^2/(ma^{*2})$. Then $e^2/\varepsilon=4\pi\,\mathrm{Ha}^*a^*$ becomes $4\pi$, and $k_F=\sqrt{2\phi}$. Hence

$$\phi''=4\pi n=4\pi\frac{(2\phi)^{3/2}}{3\pi^2}=C\phi^{3/2},\qquad C=\frac{8\sqrt2}{3\pi}.$$

**Q.** A second-order equation has two constants. What do you require of the bulk?

**A.** It must have no carriers, no net fixed charge and no field at great depth: $\phi\to0$ and $\phi'\to0$. Multiply the equation by $\phi'$. The left side is the derivative of $\phi'^2/2$ and the right side that of $\tfrac25C\phi^{5/2}$, so

$$\tfrac12\phi'^2=\tfrac25C\phi^{5/2}+\text{constant}.$$

Both bulk conditions together make the constant zero. Since $\phi''\ge0$, the slope increases with depth towards its final value of zero, so it is negative before that. The root to take is

$$\phi'=-\sqrt{\tfrac{4C}{5}}\;\phi^{5/4}.$$

**Q.** What profile follows?

**A.** Differentiate $\phi^{-1/4}$, the power for which the right side becomes constant:

$$\frac{d}{dz}\phi^{-1/4}=-\tfrac14\phi^{-5/4}\phi'=\tfrac14\sqrt{\tfrac{4C}{5}}=\sqrt{\tfrac{C}{20}}.$$

So $\phi^{-1/4}$ is a straight line in $z$. Call its zero $z=-z_0$. Then $\phi^{-1/4}=\sqrt{C/20}\,(z+z_0)$, and raising this to the power $-4$ gives

$$\phi=\frac{K}{(z+z_0)^4},\qquad K=\frac{400}{C^2}=400\,\frac{9\pi^2}{128}=\frac{225\pi^2}{8}.$$

In ordinary units,

$$E_F-V(z)=\frac{225\pi^2}{8}\,\mathrm{Ha}^*\left(\frac{a^*}{z+z_0}\right)^4 .$$

What decreases is the depth of the well below the Fermi level. The potential energy $V$ itself rises towards $E_F$.

**Q.** The shift $z_0$ looks like a fitting parameter.

**A.** The charge fixes it. Let $N$ be the number of electrons per area. Integrating $\phi''=4\pi n$ from the surface to the bulk gives $-\phi'(0)=4\pi N$. The solution has $-\phi'(0)=4K/z_0^5$, so $N=K/(\pi z_0^5)$, or

$$z_0=\left(\frac{225\pi\,a^{*3}}{8N}\right)^{1/5}.$$

The same integration started at depth $z$ gives the fraction of electrons beyond $z$:

$$\frac{N_>(z)}{N}=\frac{\phi'(z)}{\phi'(0)}=\left(\frac{z_0}{z+z_0}\right)^5 .$$

The mean depth is the integral of this fraction over $z$, which is $z_0/4$. One part in 32 of the charge lies beyond $z_0$. The density itself is $n=\phi''/4\pi=5K/[\pi(z+z_0)^6]$.

**Q.** In most semiconductors without carriers the Fermi level lies in the gap. Your bulk has it at the band edge.

**A.** That is a real restriction at zero temperature. Suppose the Fermi level is below the band edge in the bulk. Then $\phi$ must cross zero at some finite depth. The profile above never does so, because $\phi^{-1/4}$ stays finite at finite depth. A crossing therefore needs a nonzero slope there: a residual field that ends on fixed charge deeper in the material.

Let that fixed charge be negative, for instance ionized acceptors, with $N_d$ charges per area, and neglect the part of it inside the electron layer. The slope at the crossing has size $F_d=4\pi N_d$. The constant of integration is no longer zero:

$$\phi'^2=F_d^2+\tfrac{4C}{5}\phi^{5/2},\qquad w=\int_0^{\phi(0)}\frac{d\phi}{\sqrt{F_d^2+\frac{4C}{5}\phi^{5/2}}} .$$

The gas ends at the finite depth $w$.

**Q.** Then a tiny depletion charge destroys the law?

**A.** It cuts the tail. The two terms under the root are equal at $\phi_d=(5F_d^2/4C)^{2/5}$. Writing $\phi=\phi_du$ gives

$$w=\frac{\phi_d}{F_d}\int_0^{\phi(0)/\phi_d}\frac{du}{\sqrt{1+u^{5/2}}}.$$

When $F_d$ is small the upper limit is large and the integral tends to a constant. The prefactor varies as $F_d^{4/5}/F_d=F_d^{-1/5}$. The edge recedes without limit as the field vanishes, but slowly: at leading order, a depletion charge smaller by $10^5$ makes $w+z_0$ ten times larger. Where $\phi\gg\phi_d$, the inverse-fourth-power form survives.

**Q.** What if the bulk is lightly doped with donors instead, and neutral?

**A.** Then a uniform positive charge is balanced by a bulk electron density, with $\phi\to\phi_b$. The equation becomes $\phi''=C(\phi^{3/2}-\phi_b^{3/2})$. Put $\phi=\phi_b+\delta$ with $\delta\ll\phi_b$ and keep the first order:

$$\delta''=\kappa^2\delta,\qquad \kappa^2=\tfrac32C\phi_b^{1/2}.$$

The far tail is exponential. The power law comes from a gas that grows thinner with depth, and so screens ever more weakly; a background density stops that weakening.

**Q.** Thin films have a back face. Surely that spoils a slow power law?

**A.** Take a back face at depth $L$ with no field there, and keep $N$ fixed. A small change $\delta$ of the ideal profile obeys $\delta''=\tfrac32C\phi^{1/2}\delta$. With $x=z+z_0$ and $\phi^{1/2}=20/(Cx^2)$ this is

$$\delta''=\frac{30}{x^2}\,\delta,\qquad \delta=Ax^6+Bx^{-5},$$

since $p(p-1)=30$ has the roots $6$ and $-5$. The second term is a change of $z_0$. Fixed $N$ means $\delta'=0$ at $x=z_0$, so $6Az_0^5=5Bz_0^{-6}$ and $B=\tfrac65Az_0^{11}$. The surface value then changes by $\delta(0)=\tfrac{11}{5}Az_0^6$.

At the back face, $x=X=L+z_0$, the term $6AX^5$ must cancel a slope of order $K/X^5$. Hence $A\propto K/X^{10}$. The change is not small at the back face, so this argument gives the power but not the coefficient. Relative to $\phi(0)=K/z_0^4$, the surface change scales as $(z_0/X)^{10}$ for $X\gg z_0$.

I also solved the full nonlinear equation on a grid by Newton's method for $X=3z_0$ and $4z_0$, taking $X=12z_0$ as the reference. Between the two films the surface change falls with the power 10.000 of $X$. The back face matters near itself and hardly at all at the gate.

**Q.** Give me numbers for an oxide.

**A.** Take the round values $m=0.3$ electron masses, relative permittivity 10 and $N=10^{13}\ \mathrm{cm^{-2}}$. The units are

$$a^*=0.05292\times\frac{10}{0.3}=1.764\ \mathrm{nm},\qquad \mathrm{Ha}^*=27.21\times\frac{0.3}{10^2}=0.0816\ \mathrm{eV}.$$

The density is $0.1\ \mathrm{nm^{-2}}$, so $Na^{*2}=0.311$. Then $(z_0/a^*)^5=88.36/0.311=284$, which gives $z_0=3.095\,a^*=5.46$ nm. At the surface,

$$\phi(0)=\frac{277.6}{3.095^4}\times0.0816\ \mathrm{eV}=0.247\ \mathrm{eV}.$$

The surface field is $4\phi(0)/(ez_0)=1.81$ MV/cm, and the mean depth is $5.46/4=1.36$ nm. Further in, the law gives:

| $z$ (nm) | $\phi$ (meV) | $n$ (cm$^{-3}$) |
|---|---|---|
| 0 | 247 | $9.2\times10^{19}$ |
| 2 | 70.9 | $1.4\times10^{19}$ |
| 5 | 18.3 | $1.9\times10^{18}$ |
| 10 | 3.8 | $1.8\times10^{17}$ |

**Q.** If I plotted $\phi$ against $z$ on logarithmic axes, would I see a slope of $-4$?

**A.** No. The local exponent against unshifted depth is

$$-\frac{d\ln\phi}{d\ln z}=\frac{4z}{z+z_0},$$

which is 1.07 at 2 nm, 1.91 at 5 nm and 2.59 at 10 nm. It tends to 4 for $z\gg z_0$. There $\phi\to K/z^4$, which no longer depends on $N$: added electrons stay near the surface and screen their own added field.

**Q.** How much do your bulk conditions matter for these numbers?

**A.** A depletion charge of $10^{11}\ \mathrm{cm^{-2}}$, one percent of $N$, ends the gas at 10.9 nm; this is the integral for $w$ evaluated by quadrature. For a neutral bulk with ionized donors at $10^{17}\ \mathrm{cm^{-3}}$ in place of that charge, $\phi_b=2.6$ meV and the decay length $1/\kappa$ is 3.1 nm. The density of the ideal law falls to the donor density at 11.6 nm, so the exponential takes over around there. Both are zero-temperature Thomas-Fermi figures, and the one for donors is only formal. Their density is below the Mott density, roughly $(0.26/a^*)^3=3\times10^{18}\ \mathrm{cm^{-3}}$, so at zero temperature the electrons would bind to the donors. The decay length is also shorter than $1/k_F=7.0$ nm in that bulk, which the local theory does not allow. If the donors are ionized at 300 K, the bulk electrons are nondegenerate and the decay length is the Debye length, about 12 nm.

**Q.** My main doubt is the uniform gas. The well is a few nanometres wide. Where are the quantized levels?

**A.** They are missing, and that is a serious omission here. The local description needs the electron wavelength to change little over its own length, so $|d(1/k_F)/dz|$ must be small. From the solution,

$$k_F=\sqrt{2\phi}=\frac{15\pi}{2(z+z_0)^2},\qquad \left|\frac{d}{dz}\frac1{k_F}\right|=\frac{4(z+z_0)}{15\pi},$$

with lengths in $a^*$. The parameter is 0.26 at the surface and grows with depth, reaching one at 15.3 nm. Thus the law cannot be trusted at arbitrarily large depth, even at zero temperature in an ideal bulk. It is an intermediate law. From the surface to that generous limit, $z+z_0$ grows by less than a factor of four.

**Q.** And at the surface itself?

**A.** A high barrier makes the wavefunctions vanish there, whereas the Thomas-Fermi density is largest there. The electrons are pushed inward by a distance of order $1/k_F(0)=0.72$ nm, which is not small beside 1.36 nm.

To find the size of the effect, I solved the Schrödinger and Poisson equations self-consistently between hard walls. The film was $5z_0=27.3$ nm thick, with a field-free back face and $kT=\phi(0)/50$, or 57 K. The Thomas-Fermi film was solved at the same temperature and thickness. Its mean depth is 1.43 nm; the quantum film has 2.26 nm, larger by a factor of 1.58. Two subbands lie below the Fermi level, the first by 75 meV and the second by only about 1 meV, less than $kT$. At 10 nm the quantum density is $3.2\times10^{17}\ \mathrm{cm^{-3}}$, against $1.9\times10^{17}$ in the Thomas-Fermi film.

**Q.** Does a deeper mean position change the band bending too?

**A.** By the same factor. With no field at the back face, the slope of $V$ at depth $z$ is $4\pi N_>(z)$. Integrating it over the film gives

$$V(L)-V(0)=4\pi N\bar z,$$

where $\bar z$ is the mean depth. For the ideal law this is $4\pi N(z_0/4)=K/z_0^4=\phi(0)$, as it should be.

**Q.** Then in what limit is Thomas-Fermi theory right?

**A.** At high density, but the approach is slow. The ratio of well width to wavelength is measured by $k_F(0)z_0=15\pi/(2z_0)$, again in units of $a^*$. It grows as $N^{1/5}$ and is 7.6 in the example. I repeated the comparison at 100 and 10,000 times the density, keeping $kT/\phi(0)$ and $L/z_0$ fixed. The ratio of quantum to Thomas-Fermi mean depth goes from 1.58 to 1.23 and 1.09. Its excess over one falls by about 2.5 each time, and $100^{1/5}=2.51$. Those densities show the mathematical limit; they are not proposed for a device.

**Q.** Transistors work at room temperature. Is your gas still degenerate?

**A.** In the local theory, only near the surface. At 300 K, $kT=25.9$ meV, and the law falls to that value at 4.1 nm. The zero-temperature relation between $n$ and $\phi$ needs $\phi\gg kT$, so it fails well before this depth. I solved a 30 nm film with the same $N$, a field-free back face and Fermi-Dirac occupation. In Thomas-Fermi theory $\phi$ then falls to $kT$ already at 2.9 nm and changes sign near 4.1 nm. The Fermi level at 10 nm is 58 meV below the band edge; the law puts it 3.8 meV above. The mean depth becomes 1.88 nm, and with quantized levels 2.69 nm, about twice the 1.36 nm of the law. These figures belong to this thickness: the thermal tail is long, and halving or doubling the film moves both by about 0.2 nm.

**Q.** Which real material do these parameters resemble, and what else would break the model there?

**A.** They are in the rough range of amorphous indium-gallium-zinc oxide, with $N$ towards the high end for a thin-film transistor. Disorder is the assumption most in doubt. A rough mobility of $\mu=15\ \mathrm{cm^2/Vs}$ gives a scattering time $\tau=m\mu/e$ and a level broadening $\hbar/\tau=0.26$ eV, as large as $\phi(0)$. The surface wave number times the mean free path is only 1.9. Plane waves are therefore a marginal starting point, and charge trapped in band-tail states would alter the profile by an amount this model cannot supply. Heat and confinement alone double the mean depth in the 30 nm film above. For such a film the law gives the order of magnitude of the well's width and depth, not its measured profile.

**Q.** You also left out exchange, and you assumed a parabolic band.

**A.** The local exchange energy of an electron at the Fermi surface is $-k_F/\pi$ in effective units. At the surface its size is 26 percent of $\phi(0)$. This attraction draws the electrons closer to the surface. At fixed $N$ their mean depth $\bar z$ falls, and so does the electrostatic band bending $4\pi N\bar z$. The exchange energy falls as $1/k_F$ relative to $\phi$, so its effect too fades at high density.

For the band, take $E(1+\alpha E)=\hbar^2k^2/2m$ with the two-band estimate $\alpha=(1-0.3)^2/E_g$ and a rough gap $E_g=3$ eV. At the same $\phi$, the surface density is multiplied by $(1+\alpha\phi)^{3/2}=1.06$. That is a small correction beside the others.

**Q.** Could a gate insulator hold this charge without breaking down, and is it really a hard wall?

**A.** With no fixed charge at the interface, an insulator of relative permittivity 9 carries a field of $1.81\times10/9=2.0$ MV/cm. Good gate oxides withstand roughly several MV/cm, so the density is demanding but plausible. For a barrier of 2.5 eV with the same mass, the wavefunction decays in the insulator over $\hbar/\sqrt{2m\times2.5\ \mathrm{eV}}=0.23$ nm. This softens the hard wall and moves some charge back towards the gate, by a distance smaller than the quantum shift of 0.8 nm found in the cold film.

**Q.** So when may I use the inverse fourth power?

**A.** When the bulk is free of carriers, net fixed charge and field over the depth of interest; when $\phi\gg kT$ there; and when $z+z_0\ll15\pi a^*/4$. At the surface this last condition amounts to $k_F(0)z_0\gg1$. Disorder must also be weak. In the example the first condition is assumed and the second holds only within about a nanometre of the surface at 300 K, while the third is met only loosely. Where all the conditions hold well, the formula tells you how the well contracts with charge, $z_0\propto N^{-1/5}$, and how its depth grows, $\phi(0)\propto N^{4/5}$. At the density of the example, confinement and heat make the width fall faster with $N$ than this. For the profile of a particular layer, solve for the subbands at the working temperature.

Numbers in the example were calculated in double precision.
